# Collinear spin in ultrasoft pseudopotentials: spin-dependent D and augmented magnetization

**Q.** In an ultrasoft pseudopotential the smooth orbitals do not carry the full charge, and the missing part is restored near each nucleus. If up and down electrons have different orbitals, should the restored charge not have a separate recipe for each spin?

**A.** Look at what the recipe is made of. The atom is solved once, without spin polarization. Its original partial waves \(\phi_i\) are replaced inside a radius \(r_c\) by smooth waves \(\tilde\phi_i\), with \(\tilde\phi_i=\phi_i\) outside. The charge lost in a pair of waves is

\[
Q_{ij}(\mathbf r)=\phi_i^*(\mathbf r)\phi_j(\mathbf r)-\tilde\phi_i^*(\mathbf r)\tilde\phi_j(\mathbf r),\qquad q_{ij}=\int Q_{ij}(\mathbf r)\,d\mathbf r .
\]

No spin label appears because the reference atom had one set of waves for both spins. The projectors \(\beta_i\), which vanish beyond \(r_c\) and obey \(\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}\), come from the same waves. The overlap operator

\[
S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|
\]

is therefore also common to both spins. This is a property of the construction. In a magnetic atom the true partial waves do differ between spins, so a common \(Q_{ij}\) is an approximation whose quality has to be measured.

**Q.** Then how can the restored charge differ between up and down at all?

**A.** Through the amounts in which the pair charges are used. Let \(\sigma=\uparrow,\downarrow\), let \(f_{k\sigma}\) be occupations, and put \(c_i^{k\sigma}=\langle\beta_i|\psi_{k\sigma}\rangle\). Near the atom a smooth orbital is approximately \(\sum_j c_j^{k\sigma}\tilde\phi_j\), and the original orbital has the same coefficients with \(\phi_j\). Replacing the smooth pair products by the original ones adds \(\sum_{ij}c_i^{k\sigma*}c_j^{k\sigma}Q_{ij}\) to \(|\psi_{k\sigma}|^2\). Summing over orbitals,

\[
n_\sigma(\mathbf r)=\sum_k f_{k\sigma}|\psi_{k\sigma}(\mathbf r)|^2+\sum_{ij}\rho_{ij}^\sigma Q_{ij}(\mathbf r),\qquad
\rho_{ij}^\sigma=\sum_k f_{k\sigma}\langle\psi_{k\sigma}|\beta_i\rangle\langle\beta_j|\psi_{k\sigma}\rangle .
\]

The shapes \(Q_{ij}\) are shared; the weights \(\rho_{ij}^\sigma\) are not. With several atoms, each has its own \(\beta_i\), \(Q_{ij}\) and \(\rho_{ij}^\sigma\), and the sums run over atoms too.

**Q.** You have put spin into the density. What forces it into the coefficients of the nonlocal potential?

**A.** The energy depends on the two densities, and each orbital enters its density in two places. In Rydberg units the kinetic operator is \(-\nabla^2\), and

\[
E=\sum_{k\sigma}f_{k\sigma}\Big\langle\psi_{k\sigma}\Big|-\nabla^2+\sum_{ij}D^0_{ij}|\beta_i\rangle\langle\beta_j|\Big|\psi_{k\sigma}\Big\rangle+\int V_{\rm loc}\,n\,d\mathbf r+E_H[n]+E_{xc}[n_\uparrow,n_\downarrow],
\]

where \(n=n_\uparrow+n_\downarrow\), and ion-ion terms, which do not depend on the orbitals, are omitted. I assume that \(E_{xc}\) depends on the densities and possibly their gradients. If a partial core density is added inside \(E_{xc}\), half of it goes to each spin.

Vary \(\psi_{k\sigma}^*(\mathbf r)\), treating it as independent of \(\psi_{k\sigma}\). Since \(\langle\psi_{k\sigma}|\beta_i\rangle=\int\psi_{k\sigma}^*\beta_i\,d\mathbf r\), its derivative is \(\beta_i(\mathbf r)\), so

\[
\frac{\delta n_\sigma(\mathbf r')}{\delta\psi_{k\sigma}^*(\mathbf r)}=f_{k\sigma}\Big[\delta(\mathbf r-\mathbf r')\psi_{k\sigma}(\mathbf r)+\sum_{ij}Q_{ij}(\mathbf r')\beta_i(\mathbf r)\langle\beta_j|\psi_{k\sigma}\rangle\Big].
\]

The density of the other spin does not change. The last three terms of \(E\) have the density derivative

\[
V_{\rm eff}^\sigma=V_{\rm loc}+V_H[n]+v_{xc}^\sigma,\qquad v_{xc}^\sigma=\frac{\delta E_{xc}}{\delta n_\sigma}.
\]

Multiply the two derivatives and integrate over \(\mathbf r'\). The delta function gives \(V_{\rm eff}^\sigma(\mathbf r)\psi_{k\sigma}(\mathbf r)\). The augmentation gives \(\sum_{ij}\beta_i(\mathbf r)\big[\int V_{\rm eff}^\sigma Q_{ij}\,d\mathbf r'\big]\langle\beta_j|\psi_{k\sigma}\rangle\), which has the same operator form as the \(D^0\) term. Collecting everything, \(\delta E/\delta\psi_{k\sigma}^*=f_{k\sigma}H_\sigma\psi_{k\sigma}\) with

\[
H_\sigma=-\nabla^2+V_{\rm eff}^\sigma+\sum_{ij}D_{ij}^\sigma|\beta_i\rangle\langle\beta_j|,\qquad
D_{ij}^\sigma=D_{ij}^0+\int V_{\rm eff}^\sigma(\mathbf r)Q_{ij}(\mathbf r)\,d\mathbf r .
\]

The spin index on \(D\) is the potential acting on the restored part of the charge.

**Q.** You have called \(D^0\) spin independent without saying where it comes from.

**A.** It comes from the reference atom. Let \(V^{\rm ref}\) be the smooth screened potential of that atom, equal to the original one outside \(r_c\), and let \(\epsilon_i\) be the energies of the partial waves. Define

\[
\chi_j=(\epsilon_j+\nabla^2-V^{\rm ref})\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad \beta_i=\sum_k(B^{-1})_{ki}\chi_k .
\]

Then \(\langle\tilde\phi_j|\beta_i\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ij}\), as required, and \(\sum_i\beta_iB_{ij}=\chi_j\). Choose \(D^{\rm ref}_{ij}=B_{ij}+\epsilon_jq_{ij}\). Acting on \(\tilde\phi_j\), the local operator gives \(\epsilon_j\tilde\phi_j-\chi_j\), and the nonlocal one gives \(\chi_j+\epsilon_j\sum_iq_{ij}\beta_i\). Their sum is \(\epsilon_jS\tilde\phi_j\): the smooth wave has the original energy.

This \(D^{\rm ref}\) is also Hermitian. Inside \(r_c\), the difference \(B_{ij}-B_{ji}^*\) equals \((\epsilon_j-\epsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle\) plus a surface term from \(\nabla^2\). For the original waves the corresponding sum is zero, with the same surface term because the waves join smoothly. Subtraction gives \(B_{ij}-B_{ji}^*=-(\epsilon_j-\epsilon_i)q_{ij}\), which cancels the difference produced by \(\epsilon_jq_{ij}\).

Finally, remove the reference screening:

\[
D_{ij}^0=D_{ij}^{\rm ref}-\int V^{\rm ref}Q_{ij}\,d\mathbf r .
\]

Every quantity on the right belongs to the unpolarized atom. The local potential is unscreened in the same way, \(V_{\rm loc}=V^{\rm ref}-V_H^{\rm ref}-v_{xc}^{\rm ref}\), so it too has no spin index.

**Q.** How much of \(D^\sigma\) then differs between the spins?

**A.** Subtract the two expressions. \(D^0\), \(V_{\rm loc}\) and \(V_H\) are common and cancel:

\[
D_{ij}^\downarrow-D_{ij}^\uparrow=\int\big(v_{xc}^\downarrow-v_{xc}^\uparrow\big)Q_{ij}\,d\mathbf r .
\]

If \(n_\uparrow=n_\downarrow\) everywhere, the difference vanishes. A zero total moment is not enough: in an antiferromagnet the two potentials can differ around each atom while the moments cancel between atoms.

For weak polarization the size can be read off in the local exchange approximation, where \(v_x^\sigma=-2(6n_\sigma/\pi)^{1/3}\) Ry with \(n_\sigma\) in bohr\(^{-3}\). Put \(\zeta=(n_\uparrow-n_\downarrow)/n\), so that \(n_{\uparrow,\downarrow}=n(1\pm\zeta)/2\). Then

\[
v_x^\downarrow-v_x^\uparrow=2\Big(\frac{3n}{\pi}\Big)^{1/3}\big[(1+\zeta)^{1/3}-(1-\zeta)^{1/3}\big]\approx\frac43\Big(\frac{3n}{\pi}\Big)^{1/3}\zeta ,
\]

because the bracket is \(2\zeta/3\) to first order. Where up electrons are in the majority, the down potential is higher. To this order the splitting of \(D\) is linear in the polarization.

**Q.** If \(H\) has a spin index, I would still expect the normalization to acquire one.

**A.** The normalization counts charge. Integrating \(n_\sigma\) gives

\[
\int n_\sigma\,d\mathbf r=\sum_kf_{k\sigma}\Big[\langle\psi_{k\sigma}|\psi_{k\sigma}\rangle+\sum_{ij}q_{ij}\langle\psi_{k\sigma}|\beta_i\rangle\langle\beta_j|\psi_{k\sigma}\rangle\Big]=\sum_kf_{k\sigma}\langle\psi_{k\sigma}|S|\psi_{k\sigma}\rangle .
\]

No potential enters, so there is nothing through which spin could reach \(q\) or \(S\). The constraints are \(\langle\psi_{k\sigma}|S|\psi_{l\sigma}\rangle=\delta_{kl}\) within each spin. With Hermitian multipliers \(\Lambda^\sigma_{kl}\), stationarity at fixed occupations reads

\[
f_{k\sigma}H_\sigma\psi_{k\sigma}=\sum_l\Lambda_{kl}^\sigma S\psi_{l\sigma}.
\]

Projecting on \(\psi_{m\sigma}\) gives \(\Lambda^\sigma_{km}=f_{k\sigma}\langle\psi_{m\sigma}|H_\sigma|\psi_{k\sigma}\rangle\). Hermiticity of \(\Lambda^\sigma\) then requires \((f_{k\sigma}-f_{m\sigma})\langle\psi_{m\sigma}|H_\sigma|\psi_{k\sigma}\rangle=0\). Occupied orbitals with unequal occupations are thus already uncoupled, and those with equal occupations can be rotated among themselves, without changing the density, until \(H_\sigma\) is diagonal. The result is

\[
H_\sigma\psi_{k\sigma}=\varepsilon_{k\sigma}S\psi_{k\sigma}.
\]

**Q.** And between an up and a down orbital? Is no constraint needed there?

**A.** None on the spatial parts. The full overlap operator is \(S\) times the identity in spin space, so its matrix element between opposite spins contains \(\langle\uparrow|\downarrow\rangle=0\). The spatial overlap \(\langle\psi_\downarrow|S|\psi_\uparrow\rangle\) may have any value the two equations produce.

**Q.** Write the magnetization, then. Is it not enough to subtract the smooth densities?

**A.** Subtract the complete spin densities:

\[
m(\mathbf r)=n_\uparrow-n_\downarrow=\sum_k\big(f_{k\uparrow}|\psi_{k\uparrow}|^2-f_{k\downarrow}|\psi_{k\downarrow}|^2\big)+\sum_{ij}\big(\rho_{ij}^\uparrow-\rho_{ij}^\downarrow\big)Q_{ij}(\mathbf r).
\]

Here \(m\) is a number density; with a spin \(g\)-factor of 2, each unit of its integral corresponds to one Bohr magneton. By the charge count above, \(\int m\,d\mathbf r=N_\uparrow-N_\downarrow\), where \(N_\sigma=\sum_kf_{k\sigma}\). The smooth difference alone does not in general have this integral. It would also give \(E_{xc}\) the wrong spin densities.

**Q.** Is there a case where I can see, without a functional, that \(D\) must follow the spin while \(S\) must not?

**A.** Apply a uniform field that acts on spin alone, with energy \(-b\int m\,d\mathbf r\). Let \(s_\uparrow=1\) and \(s_\downarrow=-1\), and hold all other potentials fixed. The field adds \(-s_\sigma b\) to \(V_{\rm eff}^\sigma\), and hence \(-s_\sigma b\,q_{ij}\) to \(D_{ij}^\sigma\). The total change is

\[
\delta H_\sigma=-s_\sigma b\Big(1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|\Big)=-s_\sigma b\,S .
\]

Each orbital remains a solution and its energy shifts by \(-s_\sigma b\), as it should for one electron spin in a uniform field. With the change of \(D\) left out, the first-order shift would be \(-s_\sigma b\langle\psi|\psi\rangle\), which is too small in magnitude whenever part of the norm resides in the augmentation.

The opposite limit is a norm-conserving potential used with density \(\sum f|\psi|^2\). There is no augmentation, \(S=1\), and \(D^\sigma=D^0\) for both spins. The exchange splitting then acts through the local potential.

**Q.** An exchange field is not uniform. Can you say how much of a real splitting passes through \(D\)?

**A.** Yes, because \(S\) is common. Take one up and one down orbital, \(H_\uparrow\psi_\uparrow=\varepsilon_\uparrow S\psi_\uparrow\) and \(H_\downarrow\psi_\downarrow=\varepsilon_\downarrow S\psi_\downarrow\). Let \(H_\uparrow\) act to the right and the Hermitian \(H_\downarrow\) to the left:

\[
\langle\psi_\downarrow|H_\downarrow-H_\uparrow|\psi_\uparrow\rangle=(\varepsilon_\downarrow-\varepsilon_\uparrow)\,O,\qquad O=\langle\psi_\downarrow|S|\psi_\uparrow\rangle .
\]

The kinetic terms cancel on the left. If \(O\ne0\),

\[
\varepsilon_\downarrow-\varepsilon_\uparrow=\frac1O\Big[\langle\psi_\downarrow|v_{xc}^\downarrow-v_{xc}^\uparrow|\psi_\uparrow\rangle+\sum_{ij}(D_{ij}^\downarrow-D_{ij}^\uparrow)\langle\psi_\downarrow|\beta_i\rangle\langle\beta_j|\psi_\uparrow\rangle\Big].
\]

This is not a perturbation formula; it holds for the self-consistent orbitals. With two different overlap operators the right side of the first equation would not reduce to one common factor.

**Q.** I want numbers, and from a case in which a common \(Q\) could fail.

**A.** Take a model d shell with five up electrons and one down, and a spherically averaged density. The fixed core potential is \(-(2/r)(8+18e^{-2r})\) Ry with \(r\) in bohr, and the functional is local exchange without correlation. These are round model parameters, and the results describe no real atom. The ultrasoft potential is made from the unpolarized shell, three up and three down, with \(r_c=1.4\) bohr and two partial waves 1.0 Ry apart in energy. The functions \(Q_{ij}\) are used without further smoothing.

The polarized shell is then solved self-consistently twice, once with the original core potential and once with the ultrasoft operators. Both calculations use the same radial grid and the same finite-difference operator, so they differ only in the replacement of the potential. All numbers below belong to this grid of step 0.02 bohr, on which the smooth functions are matched at three neighbouring points, so the construction itself depends on the step. In the limit of zero step the reference level rises by 0.004 Ry and the splittings fall by 0.001 Ry; \(q_{11}\) goes from 0.947 to 0.942, \(D^0_{11}\) from 3.228 to 3.506 Ry, the local part of the splitting from 0.024 to 0.027 Ry, the smooth moment from 0.189 to 0.205, and the two energy derivatives from \(-39.98\) and \(-6.67\) to \(-37.53\) and \(-6.28\) Ry. The share of 98% and the splitting error of 0.006 Ry remain, and the level errors become 0.015 and 0.020 Ry. The last digits quoted serve only for comparisons on the one grid.

The first partial wave is the bound reference orbital, normalized to one, and \(q_{11}=0.947\). Its smooth version therefore keeps only \(1-0.947=0.053\) of the norm. For the corresponding coefficient the calculation gives

\[
D_{11}^0=3.228,\qquad D_{11}^\uparrow=-9.323,\qquad D_{11}^\downarrow=-7.998\ \text{Ry}.
\]

The spin difference is 1.325 Ry, positive as expected for a majority of up electrons when \(Q_{11}(\mathbf r)\) is positive.

**Q.** A difference between coefficients is not yet an observable splitting.

**A.** The identity turns it into one. The local term contributes 0.024 Ry and the \(D\) term 1.322 Ry, so

\[
\varepsilon_\downarrow-\varepsilon_\uparrow=0.024+1.322=1.346\ \text{Ry}=18.31\ \text{eV}.
\]

The \(D\) term carries \(1.322/1.346=98\%\) of the splitting. It is close to \(D_{11}^\downarrow-D_{11}^\uparrow\), which is its value in a limiting case: if both orbitals stayed equal to the smooth reference orbital, the projections would be \(c_1=1\), \(c_2=0\), the overlap \(O\) would be one, and the \(D\) term would be that difference. The actual spatial overlap is 0.9996, which shows that the up and down orbitals are close to each other; the projections themselves are not printed, so how near they lie to 1 and 0 is not checked.

The original potential gives a splitting of 1.352 Ry. The ultrasoft value is lower by 0.006 Ry, or 0.4% of the original splitting. When \(D^\uparrow\) and \(D^\downarrow\) are replaced by their average, with the two local potentials left as they were, the splitting falls to 0.024 Ry. This test separates the two possibilities clearly: in this model, where the augmentation holds 95% of the norm of the reference orbital, a spin-independent \(D\) loses nearly all the splitting. For a uniform field the share passing through \(D\) equals the fraction of the norm held by the augmentation. For the exchange field it also depends on where the field is strong, and it was computed here for this one construction only.

**Q.** Agreement of a splitting can hide errors common to both levels. Does it here?

**A.** It does. The up level is \(-9.218\) Ry against \(-9.203\) Ry for the original potential, and the down level is \(-7.872\) against \(-7.851\) Ry. Both ultrasoft levels are too low, by about 0.016 and 0.021 Ry, and most of this cancels in the difference. In the unpolarized reference state the level is reproduced to the printed microrydberg, so these errors appear on leaving that state. Errors of this kind are not special to spin: an unpolarized shell with 2.5 electrons of each spin gives a level too low by about 0.10 Ry, so the values here do not isolate the effect of a common \(Q\). The polarization energy, meaning the total energy of the 5+1 shell minus that of the 3+3 shell, is \(-1.276\) Ry against \(-1.285\) Ry, an error of 0.6% relative to the original value.

**Q.** And the magnetization itself?

**A.** The smooth part integrates to 0.189 and the augmentation to 3.811, in Bohr magnetons:

\[
0.189+3.811=4.000=5-1 .
\]

Without augmentation, 95% of the moment would be missing. With unchanged reference orbitals the smooth part would be \((5-1)\times0.053\approx0.21\), so the lower value found shows that the orbitals have responded to the polarization.

The correct integral does not guarantee the correct shape. At \(r=0.4\) bohr the radial density \(4\pi r^2m\) is 7.49 bohr\(^{-1}\), against 7.61 for the original potential; at 0.8 bohr it is 2.81 against 2.72. The ultrasoft value is thus too small at the inner point and too large at the outer one. At 2.0 bohr, beyond \(r_c\), the smooth and augmented values coincide, and they agree with the original one to the two digits printed; the remaining difference is below 1%. The integral of the absolute difference is 0.071 Bohr magnetons, or 1.8% of the moment.

I would conjecture that much of this error comes from describing both spins with two partial waves of the unpolarized atom. The calculation does not isolate that cause, since it does not vary the number of waves or give each spin its own set.

**Q.** Could a wrong \(D^\sigma\) still have passed, with self-consistency covering the fault?

**A.** A separate test addresses that. Both radial orbitals are moved away from self-consistency, and the energy is differentiated numerically as one orbital changes from \(u_\sigma\) to \(u_\sigma+\lambda g\), where \(g\) is a fixed real function. Both \(u_\sigma\) and its conjugate change, so the derivation predicts

\[
\frac{dE}{d\lambda}\bigg|_{\lambda=0}=2f_\sigma\langle g|H_\sigma|u_\sigma\rangle .
\]

For the up orbital, finite differences and the formula both give \(-39.9797\) Ry, while a spin-averaged \(D\) gives \(-36.85\) Ry. For the down orbital the values are \(-6.6686\) Ry by both routes and \(-7.28\) Ry with the average. The spin-resolved \(D\) is the one that belongs to the energy functional.

**Q.** When does the whole scheme stop being valid?

**A.** There are two different kinds of failure. The first is quantitative: if polarization changes the partial waves or the core strongly, one unpolarized reference becomes inaccurate. More partial waves can give the valence orbitals more freedom, but they do not polarize a frozen core.

The second is structural. Collinear spin means that \(H\) has no elements between up and down. If the direction of magnetization varies in space, the exchange-correlation potential becomes a \(2\times2\) matrix \(V^{\sigma\sigma'}\), and so does \(D_{ij}^{\sigma\sigma'}\), through the same integral with \(Q_{ij}\); the common \(q\) and \(S\) can be kept. With spin-orbit coupling built into the partial waves, those waves are themselves spinors. Their pair charges then carry spin structure, and the argument that made \(Q\), \(q\) and \(S\) independent of spin no longer applies. The remaining values for the collinear case are in the numerical output.

## Table of computed values

```
grid step, outer radius: 0.02, 9.0 bohr
matching radius: 1.4 bohr
second reference energy minus first: 1.0 Ry
terms in smooth polynomials: 3
smallest eigenvalue of S on projector space: 0.9848
reference occupations up, down: 3, 3
reference eigenvalue, original: -8.732767 Ry
reference eigenvalue, ultrasoft: -8.732767 Ry
largest asymmetry of reference D: 6.5e-09 Ry
polarized occupations up, down: 5, 1
q_11 (both spins): 0.94659
D0_11: 3.22806 Ry
D_11 up, down: -9.32319, -7.99846 Ry
D_11 down minus up: 1.32473 Ry
q_12 (both spins): 0.94270
D0_12: 4.29674 Ry
D_12 up, down: -8.38476, -7.02506 Ry
D_12 down minus up: 1.35970 Ry
q_22 (both spins): 0.93690
D0_22: 5.39206 Ry
D_22 up, down: -7.40675, -6.01180 Ry
D_22 down minus up: 1.39495 Ry
eigenvalues up, down, original: -9.20251, -7.85058 Ry
eigenvalues up, down, ultrasoft: -9.21807, -7.87200 Ry
splitting down minus up, original: 1.35193 Ry
splitting, ultrasoft: 1.34607 Ry = 18.314 eV
splitting with spin-averaged D: 0.02432 Ry
splitting, part from local potential: 0.02435 Ry
splitting, part from D: 1.32172 Ry
up-down spatial overlap with S: 0.999633
polarization energy, original: -1.28453 Ry
polarization energy, ultrasoft: -1.27647 Ry
dE/d(orbital) up, finite difference: -39.979684 Ry
dE/d(orbital) up, formula: -39.979684 Ry
dE/d(orbital) up, averaged D: -36.849617 Ry
dE/d(orbital) down, finite difference: -6.668568 Ry
dE/d(orbital) down, formula: -6.668568 Ry
dE/d(orbital) down, averaged D: -7.284467 Ry
moment, smooth part: 0.18882 Bohr magnetons
moment, augmentation: 3.81118 Bohr magnetons
moment, total: 4.00000 Bohr magnetons
integral of |m ultrasoft - m original|: 0.07136 Bohr magnetons
4 pi r^2 m in 1/bohr: smooth, augmented, original
  r = 0.4 bohr: 0.0069, 7.4860, 7.6065
  r = 0.8 bohr: 0.1701, 2.8097, 2.7178
  r = 1.2 bohr: 0.2601, 0.3622, 0.3565
  r = 2.0 bohr: 0.0033, 0.0033, 0.0033
```
